\section*{From the Lieb-Oxford constant to kappa = 0.804 in PBE}

\section{The two constants}

\textbf{Q.} I am told that the Lieb-Oxford constant 1.68 becomes an enhancement factor of 2.273, and that this in turn fixes $\kappa=0.804$ in PBE. I do not yet see what is being divided by what. What does the theorem say?

\textbf{A.} Use Hartree atomic units. Let $\Psi$ be any normalized antisymmetric wavefunction of $N$ electrons with total density $n(\mathbf r)$. The theorem, which I take as given, states
\begin{equation}
\langle\Psi|V_{ee}|\Psi\rangle-U[n]\;\ge\;-C\int n^{4/3}\,d^3r,\qquad
U[n]=\frac12\iint\frac{n(\mathbf r)n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.
\label{lo}
\end{equation}
The constant $C$ is the same for all $N$ and all spin states. The integral on the right also appears in the local density approximation (LDA) for the exchange energy of an unpolarized system,
\begin{equation}
E_x^{\rm LDA}[n]=-A\int n^{4/3}\,d^3r .
\label{lda}
\end{equation}
An enhancement factor is an energy measured in units of this LDA exchange, so the conversion is a division by $A$.

\textbf{Q.} Then everything depends on $A$. Please derive it.

\textbf{A.} In the unpolarized uniform gas each spin fills the plane waves with $k<k_F$. With $x=k_Fu$, the density matrix of one spin at separation $u$ is
\begin{align}
\gamma(u)&=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,e^{i\mathbf k\cdot\mathbf u}
=\frac{1}{2\pi^2u}\int_0^{k_F}k\sin(ku)\,dk\nonumber\\
&=\frac{\sin x-x\cos x}{2\pi^2u^3}
=\frac{k_F^3}{2\pi^2}\,\frac{j_1(x)}{x},
\end{align}
because $j_1(x)=(\sin x-x\cos x)/x^2$. At $u=0$ we have $j_1/x\to1/3$, and $\gamma(0)$ must equal $n/2$. Hence $n=k_F^3/(3\pi^2)$ and $\gamma=(n/2)\,3j_1(x)/x$.

The exchange energy of a determinant is
\begin{equation}
E_x=-\frac12\sum_\sigma\iint\frac{|\gamma_\sigma(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d^3r\,d^3r' .
\label{fock}
\end{equation}
The two spins contribute equally and cancel the factor $1/2$. Dividing by the number of electrons gives
\begin{equation}
\varepsilon_x=-\frac1n\int\frac{\gamma^2}{u}\,4\pi u^2\,du
=-\frac{9\pi n}{k_F^2}\int_0^\infty\frac{j_1(x)^2}{x}\,dx .
\end{equation}
For the last integral use $j_0'=-j_1$ and $j_1'=j_0-2j_1/x$:
\begin{equation}
\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{x}=-\frac{4j_1^2}{x}.
\end{equation}
Since $j_0^2+j_1^2$ falls from 1 at $x=0$ to 0 at infinity, the integral is $1/4$. Inserting $n=k_F^3/(3\pi^2)$ and then $k_F=(3\pi^2n)^{1/3}$,
\begin{equation}
\varepsilon_x=-\frac{3k_F}{4\pi}=-A\,n^{1/3},\qquad
A=\frac34\left(\frac3\pi\right)^{1/3}=0.738559 .
\end{equation}

\textbf{Q.} I divide 1.68 by 0.738559 and get 2.275, not 2.273.

\textbf{A.} Your division is right. The figure 2.273 belongs to $C=1.679$, of which 1.68 is the rounded form:
\begin{equation}
\frac{1.679}{0.738559}=2.2733,\qquad \frac{1.68}{0.738559}=2.2747 .
\end{equation}
The value 1.679 is itself rounded up from 1.6787, the number that the original proof yields. Rounding $C$ upward leaves a true but slightly weaker inequality. It also changes the third decimal of the enhancement factor and, as will appear, of $\kappa$, so I use 1.679 from here on.

\section{From the interaction to exchange}

\textbf{Q.} Inequality (\ref{lo}) concerns $\langle V_{ee}\rangle$. A density functional supplies $E_x$ or $E_{xc}$. Why may I replace one by the other?

\textbf{A.} Let $\Psi$ minimize $\langle T+V_{ee}\rangle$ among wavefunctions of density $n$, and let the Kohn-Sham determinant $\Phi$ minimize $\langle T\rangle$ at the same density, with the value $T_s$. Then
\begin{align}
E_{xc}&=\langle\Psi|T|\Psi\rangle-T_s+\langle\Psi|V_{ee}|\Psi\rangle-U,\\
E_x&=\langle\Phi|V_{ee}|\Phi\rangle-U .
\end{align}
The difference $E_c=E_{xc}-E_x=\langle\Psi|T+V_{ee}|\Psi\rangle-\langle\Phi|T+V_{ee}|\Phi\rangle$ is not positive, because $\Psi$ is the minimizer. Also $\langle\Psi|T|\Psi\rangle\ge T_s$, because $\Phi$ minimizes $T$. Therefore
\begin{equation}
E_x\ge E_{xc}\ge\langle\Psi|V_{ee}|\Psi\rangle-U\ge-C\int n^{4/3}\,d^3r .
\label{chain}
\end{equation}
For exchange alone there is a shorter road: $\Phi$ is itself antisymmetric, so (\ref{lo}) applies to it directly.

\textbf{Q.} Show me the chain on a system where correlation is strong.

\textbf{A.} Take H$_2$ stretched to 4 bohr, with full configuration interaction in the cc-pVTZ basis. For a two-electron singlet both Kohn-Sham electrons occupy $\varphi=\sqrt{n/2}$. Exchange then cancels the self-repulsion, which is half of $U$, so $E_x=-U/2$. The kinetic energy is $T_s=\int|\nabla\varphi|^2d^3r=\int|\nabla n|^2/(8n)\,d^3r$. In hartree,
\begin{align}
E_x&=-0.86589/2=-0.4329,\nonumber\\
\langle V_{ee}\rangle-U&=0.26377-0.86589=-0.6021,\nonumber\\
E_{xc}&=-0.60212+(0.93045-0.89417)=-0.5658,\nonumber\\
-C\textstyle\int n^{4/3}d^3r&=-1.679\times0.57115=-0.9590 .
\end{align}
The order is that of (\ref{chain}). The digits belong to this basis: with aug-cc-pVTZ or cc-pVQZ, $T$ and $T_s$ shift by up to 0.007 hartree and the four final energies by up to 0.003 hartree, and the order stays the same. The wavefunction is the lowest one in a finite basis and not the constrained minimizer over all wavefunctions of its density, so the true $E_{xc}$ of this density can lie below the value shown. The inequalities for $T_s$ and for $\langle V_{ee}\rangle$ hold for any wavefunction and do not suffer from this.

\section{Spin scaling}

\textbf{Q.} So the exchange enhancement factor must stay below 2.273. Why is that not the end of the matter?

\textbf{A.} Consider a generalized gradient approximation (GGA) for unpolarized densities,
\begin{equation}
E_x^{\rm GGA}[n]=-A\int n^{4/3}F_x(s)\,d^3r,\qquad
s=\frac{|\nabla n|}{2(3\pi^2)^{1/3}n^{4/3}} .
\label{gga}
\end{equation}
If $F_x\le C/A=2.273$ everywhere, the bound holds for unpolarized densities. But the same $F_x$ also determines the exchange energy of polarized densities, and the theorem covers those too.

\textbf{Q.} How can a function defined for unpolarized densities determine the polarized energy?

\textbf{A.} Equation (\ref{fock}) is a sum of two terms, each containing the orbitals of one spin. Kohn-Sham kinetic energy separates in the same way, so the orbitals of spin $\sigma$ are determined by $n_\sigma$ alone. Write the two terms as $e[n_\uparrow]+e[n_\downarrow]$. The unpolarized density $2n_\sigma$ has $n_\sigma$ in both channels, so $E_x[2n_\sigma]=2e[n_\sigma]$, and
\begin{equation}
E_x[n_\uparrow,n_\downarrow]=\frac12\left(E_x[2n_\uparrow]+E_x[2n_\downarrow]\right).
\label{spin}
\end{equation}
This is a property of exact exchange, and PBE adopts it to define its polarized form.

A check with the orbitals of the nitrogen atom (ROHF, cc-pVTZ) obtains each energy as $\langle V_{ee}\rangle-U$ of a determinant, without using (\ref{fock}). The doubled densities give $-8.2597$ and $-4.9369$ hartree. Half their sum is $-6.5983$ hartree, which is the value found for the atom itself. The individual values shift by up to 0.006 hartree in larger bases; the identity does not depend on the basis.

\textbf{Q.} Now polarize the GGA completely.

\textbf{A.} Put $n_\uparrow=n$ and $n_\downarrow=0$. Doubling the density changes the reduced gradient to
\begin{equation}
s[2n]=\frac{2|\nabla n|}{2(3\pi^2)^{1/3}\,2^{4/3}n^{4/3}}=2^{-1/3}s[n].
\end{equation}
Equations (\ref{spin}) and (\ref{gga}) then give
\begin{align}
E_x^{\rm GGA}[n,0]&=-\frac A2\int(2n)^{4/3}F_x(s[2n])\,d^3r\nonumber\\
&=-2^{1/3}A\int n^{4/3}F_x\!\left(2^{-1/3}s\right)d^3r .
\label{pol}
\end{align}
The prefactor has grown by $2^{4/3}/2=2^{1/3}$, while the right side of (\ref{lo}) is unchanged, since it contains the total density. The bound now holds if
\begin{equation}
F_x(s)\le\frac{C}{2^{1/3}A}=\frac{2.2733}{1.259921}=1.804\qquad\text{for all }s .
\label{local}
\end{equation}

\textbf{Q.} You have treated zero polarization and full polarization. Something in between might be worse.

\textbf{A.} It is not. Suppose $F_x\le M$ with $M>0$. From (\ref{spin}),
\begin{equation}
-E_x^{\rm GGA}[n_\uparrow,n_\downarrow]\le\frac{MA}{2}\sum_\sigma\int(2n_\sigma)^{4/3}d^3r
=2^{1/3}MA\int\left(n_\uparrow^{4/3}+n_\downarrow^{4/3}\right)d^3r .
\end{equation}
Since $n_\sigma^{1/3}\le n^{1/3}$, the last bracket is at most $n^{1/3}(n_\uparrow+n_\downarrow)=n^{4/3}$. Hence $-E_x^{\rm GGA}\le2^{1/3}MA\int n^{4/3}d^3r$, and $M=C/(2^{1/3}A)$ is enough for every polarization.

\textbf{Q.} Is 1.804 a peculiarity of GGAs, or does exact exchange know about it?

\textbf{A.} Exact exchange obeys an integrated version. Let $n$ be unpolarized, with $n/2$ in each spin. Equation (\ref{spin}) gives $E_x[n/2,0]=\frac12E_x[n]$. Apply (\ref{lo}) to the determinant that contains the electrons of one spin:
\begin{equation}
E_x[n]=2E_x[n/2,0]\ge-2C\int\left(\frac n2\right)^{4/3}d^3r=-\frac{C}{2^{1/3}}\int n^{4/3}\,d^3r .
\end{equation}
Dividing by the negative number $E_x^{\rm LDA}$ reverses the inequality, so $E_x/E_x^{\rm LDA}\le1.804$ for every unpolarized density. The two doubled nitrogen densities have ratios 1.101 and 1.151, so for them the bound is far from saturated.

\section{Is the pointwise condition necessary?}

\textbf{Q.} Here is my main doubt. The theorem bounds an integral. You demand that $F_x(s)$ stay below 1.804 at every $s$. A large $F_x$ in some remote region could be compensated elsewhere.

\textbf{A.} For a given density it can be. But the bound must hold for all densities, and there are densities in which nearly all of $\int n^{4/3}d^3r$ comes from a single value of $s$. Start from
\begin{equation}
n_0(r)=(1+br)^{-3},\qquad |n_0'|=3b(1+br)^{-4}=3b\,n_0^{4/3},
\end{equation}
for which
\begin{equation}
s_0=\frac{3b}{2(3\pi^2)^{1/3}}
\end{equation}
is the same at every radius. With $y=br/(1+br)$ and $dy=b\,dr/(1+br)^2$,
\begin{equation}
\int n_0^{4/3}d^3r=4\pi\int_0^\infty\frac{r^2\,dr}{(1+br)^4}=\frac{4\pi}{b^3}\int_0^1y^2\,dy=\frac{4\pi}{3b^3}.
\end{equation}

\textbf{Q.} That density is not normalizable. At large $r$ the number integrand goes as $r^2/r^3$.

\textbf{A.} Yes, the number of electrons diverges, but only logarithmically. A distant cutoff therefore leaves $\int n^{4/3}d^3r$ almost unchanged, although the cutoff length grows exponentially with $N$. Take $n=n_0\,e^{-r/L}$. Its electron number rises continuously from zero to infinity with $L$, so each integer $N$ is reached at some $L$, and $L\to\infty$ as $N\to\infty$. The local reduced gradient becomes
\begin{equation}
s(r)=s_0\left(1+\frac{1+br}{3bL}\right)e^{r/(3L)},
\end{equation}
which tends to $s_0$ at any fixed $r$.

The tail needs one condition. Let $F_x$ be continuous and grow no faster than $s^p$ with $p<4$. The factor $e^{-4r/(3L)}$ in $n^{4/3}$ then outweighs $e^{pr/(3L)}$ in $F_x$, so for $bL\ge1$ the integrand of (\ref{pol}) is bounded by a constant times $r^2/(1+br)^4$, which is integrable. The limit may be taken under the integral:
\begin{equation}
\frac{-E_x^{\rm GGA}[n,0]}{\int n^{4/3}d^3r}\;\longrightarrow\;2^{1/3}A\,F_x\!\left(2^{-1/3}s_0\right).
\label{limit}
\end{equation}
The parameter $b$ sets $s_0$ to any positive value. If the left side may never exceed $C$, then (\ref{local}) must hold at every $s>0$. For a spin-scaled GGA of this class the pointwise condition is therefore both sufficient and necessary.

\textbf{Q.} Give me a published functional that fails.

\textbf{A.} The functional revPBE has the form of PBE with $\kappa=1.245$, and it passes 1.804 at $s=3.22$. Choose $s[2n]=4$, so that $s_0=2^{1/3}\times4=5.040$ and $b=10.394$, and fix $L$ by requiring two electrons of the same spin. Here $\int n^{4/3}d^3r=3.730\times10^{-3}$, and
\begin{align}
\text{revPBE:}\quad&1.2599\times0.73856\times1.9192=1.786>1.679,\nonumber\\
\text{PBE:}\quad&1.2599\times0.73856\times1.6542=1.539<1.679 .
\end{align}
Direct integration over the density, tail included, gives the same two ratios. So revPBE violates the integrated bound, and would do so with 1.68 as well.

The price of this construction is a cutoff at $bL\approx10^{78.5}$; other counterexamples are less extreme, for instance two electrons of the same spin spread over more than about 160 well-separated lumps of the form $e^{-2r}$. This density is a legitimate counterexample and no model of matter. Nor does staying below 1.679 make PBE accurate here: since $\langle V_{ee}\rangle\ge0$, every state obeys $-E_x\le U$, and for this density $U=\frac{7\pi}{2b^2}\int n^{4/3}d^3r=0.10\int n^{4/3}d^3r$, far below the PBE ratio of 1.539. At points where both $s[2n_\uparrow]$ and $s[2n_\downarrow]$ lie below 3.2, the revPBE exchange energy density stays above $-Cn^{4/3}$, by the argument for sufficiency applied point by point. This alone does not settle the integral for a finite system: $s$ is proportional to $|\nabla n^{-1/3}|$, so a bounded $s$ would force $n\ge(a+cr)^{-3}$ with constants $a$ and $c$, which is not normalizable. Every finite system therefore has regions of larger $s$.

\section{The parameter of PBE}

\textbf{Q.} Then how does 0.804 enter PBE?

\textbf{A.} Its exchange factor, with $\mu>0$ and $\kappa>0$, is
\begin{equation}
F_x(s)=1+\kappa-\frac{\kappa}{1+\mu s^2/\kappa},\qquad
\frac{dF_x}{ds}=\frac{2\mu s}{(1+\mu s^2/\kappa)^2}>0\quad(s>0).
\end{equation}
It rises steadily from 1 towards $1+\kappa$ without reaching it. Condition (\ref{local}) thus becomes $1+\kappa\le C/(2^{1/3}A)$, or
\begin{equation}
\kappa\le\frac{C}{2^{1/3}A}-1=0.8044 .
\end{equation}
PBE takes 0.804. The unrounded constant 1.6787 gives $\kappa\le0.8040$, so PBE sits at the limit, and the margin to 0.8044 comes from rounding $C$. The rounded constant 1.68 would have allowed 0.805.

For small $s$, $F_x=1+\mu s^2+O(s^4)$, and $\kappa$ drops out of the leading gradient term. It governs the large-gradient side, which is where the bound acts.

\textbf{Q.} So the theorem determines $\kappa$?

\textbf{A.} No, it sets a ceiling. Any smaller positive $\kappa$ also satisfies the bound, and taking the largest value permitted by $C=1.679$, to three decimals, is a design choice. The ceiling belongs to this constant, which is not the smallest for which (\ref{lo}) holds: $C=1.64$ can also be proved, it allows only $\kappa\le0.76$, and PBE exchange violates that sharper inequality for fully polarized densities of large $s$. With that choice a fully polarized density at very large $s$ has an exchange energy density of $2^{1/3}\times1.804=2.2729$ times that of unpolarized LDA, which is $C/A$ for the unrounded constant 1.6787.

\textbf{Q.} And does PBE exchange plus correlation then satisfy the bound on $E_{xc}$?

\textbf{A.} This argument does not show it. A negative correlation energy moves $E_{xc}$ closer to the lower limit in (\ref{chain}), so a bound obeyed by $E_x$ is not automatically inherited by the sum. Locally the sum can exceed $C/A$: where large opposite gradients of $n_\uparrow$ and $n_\downarrow$ cancel in $\nabla n$, PBE exchange is near its limit while correlation keeps its uniform-gas value, and at low density and zero polarization the factor reaches about 2.6. What has been shown concerns exchange; the numerical check checks the constants, the spin scaling and the counterexample numerically.

\section*{Computed results}
\begin{verbatim}
LDA exchange constant A, formula: 0.738559 (a.u.)
LDA exchange constant A, hole quadrature: 0.738559 (a.u.)
C = 1.679: C/A = 2.2733, C/(2^(1/3) A) = 1.8044, kappa max = 0.8044
C = 1.68: C/A = 2.2747, C/(2^(1/3) A) = 1.8054, kappa max = 0.8054
2^(1/3) = 1.259921;  C/2^(1/3) for C = 1.679: 1.3326
H2, bond 4.0 bohr, full CI/cc-pVTZ, total energy: -1.01485 hartree
  <Vee> = 0.26377, U = 0.86589 hartree
  T = 0.93045, Ts = 0.89417 hartree
  Ex = -0.43295 hartree
  Exc = -0.56584 hartree
  <Vee>-U = -0.60212 hartree
  int n^(4/3) = 0.57115 (a.u.), -C int n^(4/3) = -0.95897 hartree
  (U-<Vee>)/int n^(4/3) = 1.0542
N atom, ROHF/cc-pVTZ orbitals, exchange from determinants:
  Ex[n_up,n_dn] = -6.598314 hartree
  Ex[2n_up] = -8.259738, Ex[2n_dn] = -4.936891 hartree
  half the sum = -6.598314 hartree
  -Ex/int n^(4/3) for the atom = 0.8478
  Ex/Ex_LDA for 2n_up: 1.1014, for 2n_dn: 1.1512
kappa from large-s limit: PBE 0.8040, revPBE 1.2450
PBE factor, full polarization, s -> infinity: 2.2729
PBE factor, largest of 20000 random spin densities: 2.2710
revPBE passes the local limit 1.8044 at s = 3.218
Fully polarized density (1+br)^(-3) exp(-r/L):
  s[n] = 5.0397, s[2n] = 4.0000, b = 10.3941 (a.u.)
  electrons: 2.000000, log10(bL) = 78.52
  int n^(4/3) = 3.730194e-03 (a.u.)
  PBE: Fx(s[2n]) = 1.6542, -Ex/int n^(4/3) = 1.5393
  revPBE: Fx(s[2n]) = 1.9192, -Ex/int n^(4/3) = 1.7858
\end{verbatim}
